# Redistributing link-atom forces in QM/MM with conserved force and torque: verification in Python

```python
"""
Link-atom forces in QM/MM: chain-rule redistribution and its conservation laws.

Q = QM boundary atom, M = MM boundary atom, R = |r_M - r_Q|, n = (r_M - r_Q)/R.
The link atom L sits at r_L = r_Q + d(R) n; F_L is the force on it.
Result under test:
    added force on M = (d/R) (F_L - n (n.F_L)) + d'(R) n (n.F_L)
    added force on Q = F_L - (added force on M)
Fixed ratio: d = g R.  Fixed length: d = constant.
Net force and net torque are unchanged by the redistribution; they vanish
when the energy is invariant under joint translations and rotations.
Example: CH3 plus link H, RHF/STO-3G, in the field of model point charges.
All quantities are in Hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, qmmm

RATIO = 0.7
LENGTH = 2.1

# Each law holds the link distance d(R) and its derivative d'(R).
LAWS = {
    "fixed ratio": (lambda R: RATIO * R, lambda R: RATIO),
    "fixed length": (lambda R: LENGTH, lambda R: 0.0),
    "nonlinear law": (lambda R: 1.5 + 0.1 * R**2, lambda R: 0.2 * R),
}
SCHEMES = ("fixed ratio", "fixed length")


def place_link(r_q, r_m, law):
    bond = r_m - r_q
    R = np.linalg.norm(bond)
    return r_q + LAWS[law][0](R) * bond / R


def redistribute(r_q, r_m, f_link, law):
    """Return the forces added to Q and to M."""
    bond = r_m - r_q
    R = np.linalg.norm(bond)
    n = bond / R
    along = n * (n @ f_link)
    distance, slope = LAWS[law]
    on_m = distance(R) / R * (f_link - along) + slope(R) * along
    return f_link - on_m, on_m


# --- Geometry test: Jacobians from finite differences of the placement ---
rng = np.random.default_rng(7)
jacobian_error = 0.0
for law in LAWS:
    for trial in range(10):
        r_q = rng.normal(size=3)
        direction = rng.normal(size=3)
        direction /= np.linalg.norm(direction)
        r_m = r_q + rng.uniform(2.0, 4.0) * direction
        f = rng.normal(size=3)
        h = 1e-5
        jac_q, jac_m = np.zeros((3, 3)), np.zeros((3, 3))
        for k in range(3):
            e = h * np.eye(3)[k]
            jac_q[:, k] = (place_link(r_q + e, r_m, law)
                           - place_link(r_q - e, r_m, law)) / (2 * h)
            jac_m[:, k] = (place_link(r_q, r_m + e, law)
                           - place_link(r_q, r_m - e, law)) / (2 * h)
        num_q, num_m = jac_q.T @ f, jac_m.T @ f
        add_q, add_m = redistribute(r_q, r_m, f, law)
        error = max(abs(num_q - add_q).max(), abs(num_m - add_m).max())
        jacobian_error = max(jacobian_error, error)
        assert error < 1e-8
        # conservation checked with the numerical Jacobians, not the formula
        assert np.allclose(num_q + num_m, f, atol=1e-8)
        torque = np.cross(r_q, num_q) + np.cross(r_m, num_m)
        assert np.allclose(torque, np.cross(place_link(r_q, r_m, law), f),
                           atol=1e-8)

# --- Molecular example: rows are Q, three QM hydrogens, M, three charges ---
NAMES = ["Q (C)", "H1", "H2", "H3", "M", "S1", "S2", "S3"]
REAL = np.array([
    [0.0, 0.0, 0.0],
    [2.0, 0.0, -0.4],
    [-1.0, 1.7, -0.7],
    [-0.8, -1.8, -0.8],
    [0.0, 0.0, 3.0],
    [-2.0, 0.0, 3.7],
    [1.0, 1.7, 3.7],
    [1.3, -2.2, 3.9]])
CHARGES = np.array([0.1, 0.1, -0.2])
Q, M, SITES = 0, 4, slice(5, 8)


def solve(real, law):
    """Converged RHF for the capped QM region in the field of the charges."""
    link = place_link(real[Q], real[M], law)
    atoms = [["C", tuple(real[0])]]
    atoms += [["H", tuple(x)] for x in (real[1], real[2], real[3], link)]
    mol = gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)
    mf = qmmm.mm_charge(scf.RHF(mol), real[SITES], CHARGES, unit="Bohr")
    mf.verbose = 0
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.kernel()
    assert mf.converged
    return mf


def energy(real, law):
    return solve(real, law).e_tot


def direct_forces(mf, real):
    """Forces on real atoms at fixed link position, and force on the link."""
    qm_force = -mf.nuc_grad_method().kernel()
    forces = np.zeros_like(real)
    forces[:4] = qm_force[:4]
    density = mf.make_rdm1()
    nuclei, z = mf.mol.atom_coords(), mf.mol.atom_charges()
    for i, charge in enumerate(CHARGES):
        site = real[5 + i]
        with mf.mol.with_rinv_origin(site):
            ints = mf.mol.intor("int1e_iprinv", comp=3)
        electronic = 2 * np.einsum("xij,ij->x", ints, density)
        sep = site - nuclei
        dist = np.linalg.norm(sep, axis=1)
        nuclear = (z[:, None] * sep / dist[:, None]**3).sum(axis=0)
        forces[5 + i] = charge * (nuclear + electronic)
    return forces, qm_force[4]


def numerical_force(real, atom, law, h=1e-3):
    result = np.zeros(3)
    for k in range(3):
        plus, minus = real.copy(), real.copy()
        plus[atom, k] += h
        minus[atom, k] -= h
        result[k] = -(energy(plus, law) - energy(minus, law)) / (2 * h)
    return result


def net_torque(positions, forces):
    return np.cross(positions, forces).sum(axis=0)


bond = REAL[M] - REAL[Q]
R = np.linalg.norm(bond)
n = bond / R
link = place_link(REAL[Q], REAL[M], "fixed ratio")
assert np.allclose(link, place_link(REAL[Q], REAL[M], "fixed length"))

reference = solve(REAL, "fixed ratio")
direct, f_link = direct_forces(reference, REAL)
f_par = n @ f_link
f_perp = f_link - n * f_par

# The extended set (real atoms and link) must have zero net force and torque.
assert np.linalg.norm(direct.sum(axis=0) + f_link) < 1e-6
assert np.linalg.norm(net_torque(REAL, direct) + np.cross(link, f_link)) < 1e-6

added, final, numeric, scaling, virial = {}, {}, {}, {}, {}
extended_virial = (REAL * direct).sum() + link @ f_link
for law in SCHEMES:
    added[law] = redistribute(REAL[Q], REAL[M], f_link, law)
    total = direct.copy()
    total[Q] += added[law][0]
    total[M] += added[law][1]
    final[law] = total
    numeric[law] = [numerical_force(REAL, a, law) for a in (Q, M)]
    assert np.allclose(numeric[law][0], total[Q], atol=2e-6)
    assert np.allclose(numeric[law][1], total[M], atol=2e-6)
    assert np.linalg.norm(total.sum(axis=0)) < 1e-6
    assert np.linalg.norm(net_torque(REAL, total)) < 1e-6
    # virial from the energy change under uniform scaling of real atoms
    s = 2e-4
    scaling[law] = -(energy((1 + s) * REAL, law)
                     - energy((1 - s) * REAL, law)) / (2 * s)
    virial[law] = (REAL * total).sum()
    distance, slope = LAWS[law]
    predicted = extended_virial + (R * slope(R) - distance(R)) * f_par
    assert abs(scaling[law] - virial[law]) < 5e-6
    assert abs(scaling[law] - predicted) < 5e-6

# Force on one external charge, against the energy.
site_force = numerical_force(REAL, 7, "fixed ratio")
assert np.allclose(site_force, direct[7], atol=2e-6)

# The schemes differ by the part along the bond, seen in the energies alone.
difference = numeric["fixed ratio"][1] - numeric["fixed length"][1]
assert np.allclose(difference, RATIO * f_par * n, atol=4e-6)
assert abs(f_par) > 1e-4

# Two shortcuts that fail.
dropped_force = direct.sum(axis=0)
all_on_q = direct.copy()
all_on_q[Q] += f_link
wrong_torque = net_torque(REAL, all_on_q)
assert np.allclose(dropped_force, -f_link, atol=1e-6)
assert np.linalg.norm(all_on_q.sum(axis=0)) < 1e-6
assert np.allclose(wrong_torque, -LENGTH * np.cross(n, f_link), atol=1e-6)
assert np.linalg.norm(wrong_torque) > 1e-4


def show(label, vector, digits=6):
    values = np.round(vector, digits) + 0.0
    print(label + ": " + " ".join(f"{x:.{digits}f}" for x in values))


print("Forces in hartree/bohr, positions in bohr, torques in hartree")
print(f"Largest Jacobian-force error, random tests: {jacobian_error:.1e}")
for name, position in zip(NAMES, REAL):
    show("position " + name, position, 1)
show("charges S1 S2 S3 (e)", CHARGES, 1)
print(f"R = {R:.1f} bohr, g = {RATIO:.1f}, d0 = {LENGTH:.1f} bohr")
show("link position", link, 1)
print(f"RHF/STO-3G energy with charges: {reference.e_tot:.6f} hartree")
show("F_L", f_link)
print(f"F_L along bond, n.F_L: {f_par:.6f}")
print(f"F_L across bond, magnitude: {np.linalg.norm(f_perp):.6f}")
show("direct force on Q", direct[Q])
for law in SCHEMES:
    show(law + ", added to Q", added[law][0])
    show(law + ", added to M", added[law][1])
    show(law + ", final force Q", final[law][Q])
    show(law + ", from energies Q", numeric[law][0])
    show(law + ", from energies M", numeric[law][1])
    net = np.linalg.norm(final[law].sum(axis=0))
    turn = np.linalg.norm(net_torque(REAL, final[law]))
    print(f"{law}, net force {net:.1e}, net torque {turn:.1e}")
    print(f"{law}, virial sum r.F: {virial[law]:.6f} hartree")
    print(f"{law}, virial from scaling: {scaling[law]:.6f} hartree")
for i in (1, 2, 3, 5, 6, 7):
    show("force on " + NAMES[i] + ", both schemes", direct[i])
print(f"virial of extended set: {extended_virial:.6f} hartree")
show("net force if F_L is dropped", dropped_force)
show("net torque if all F_L goes to Q", wrong_torque)
gap = RATIO * abs(f_par)
to_nn = physical_constants["atomic unit of force"][0] * 1e9
print(f"scheme difference in force on M: {gap:.6f} hartree/bohr")
print(f"scheme difference in force on M: {gap * to_nn:.4f} nN")
print("all tests passed")
```

Running it gives:

```
Forces in hartree/bohr, positions in bohr, torques in hartree
Largest Jacobian-force error, random tests: 7.7e-11
position Q (C): 0.0 0.0 0.0
position H1: 2.0 0.0 -0.4
position H2: -1.0 1.7 -0.7
position H3: -0.8 -1.8 -0.8
position M: 0.0 0.0 3.0
position S1: -2.0 0.0 3.7
position S2: 1.0 1.7 3.7
position S3: 1.3 -2.2 3.9
charges S1 S2 S3 (e): 0.1 0.1 -0.2
R = 3.0 bohr, g = 0.7, d0 = 2.1 bohr
link position: 0.0 0.0 2.1
RHF/STO-3G energy with charges: -39.720586 hartree
F_L: -0.014031 -0.008161 -0.022945
F_L along bond, n.F_L: -0.022945
F_L across bond, magnitude: 0.016232
direct force on Q: -0.007547 -0.015649 0.018819
fixed ratio, added to Q: -0.004209 -0.002448 -0.006884
fixed ratio, added to M: -0.009822 -0.005713 -0.016062
fixed ratio, final force Q: -0.011757 -0.018097 0.011935
fixed ratio, from energies Q: -0.011757 -0.018097 0.011935
fixed ratio, from energies M: -0.009822 -0.005713 -0.016062
fixed ratio, net force 1.4e-15, net torque 5.3e-09
fixed ratio, virial sum r.F: -0.154935 hartree
fixed ratio, virial from scaling: -0.154934 hartree
fixed length, added to Q: -0.004209 -0.002448 -0.022945
fixed length, added to M: -0.009822 -0.005713 0.000000
fixed length, final force Q: -0.011757 -0.018097 -0.004126
fixed length, from energies Q: -0.011757 -0.018097 -0.004126
fixed length, from energies M: -0.009822 -0.005713 0.000000
fixed length, net force 1.4e-15, net torque 5.3e-09
fixed length, virial sum r.F: -0.106750 hartree
fixed length, virial from scaling: -0.106749 hartree
force on H1, both schemes: 0.002701 0.008699 -0.015805
force on H2, both schemes: 0.013084 -0.018344 0.001904
force on H3, both schemes: 0.006444 0.032041 0.017582
force on S1, both schemes: -0.000910 -0.000014 0.000064
force on S2, both schemes: 0.000424 0.000889 0.000303
force on S3, both schemes: -0.000164 0.000539 0.000079
virial of extended set: -0.154935 hartree
net force if F_L is dropped: 0.014031 0.008161 0.022945
net torque if all F_L goes to Q: -0.017138 0.029465 0.000000
scheme difference in force on M: 0.016062 hartree/bohr
scheme difference in force on M: 1.3233 nN
all tests passed
```
